# Damped Newton Solution of a Floating Sheath, Checked by Its Energy Integral: test program

```python
"""Floating collisionless sheath: damped Newton iteration and the energy integral.

Result under test: the boundary-value problem
    chi'' = f(chi) = (1 + 2 chi/M^2)^(-1/2) - exp(-chi),  chi(0)=0, chi(L)=chi_w
is solved by damped Newton iteration on a central-difference grid, and
    E = chi'^2/2 - S(chi),   S = integral of f from 0 to chi,
is constant up to -(h^2/24)(f' chi'^2 + 2 f^2) when formed at cell midpoints.
chi = -e V/(k Te); lengths in Debye lengths; M = ion entry speed / Bohm speed;
h = grid spacing; chi_w = floating wall value; C = chi'(0)^2/2.
For trial values chi < 0, f is continued linearly with its slope at zero.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq

MACH = 1.0
LENGTH = 20.0
TOLERANCE = 1e-10


def charge(chi, mach=MACH):
    """Net charge density in units of e n0, continued linearly below zero."""
    pos = np.maximum(chi, 0.0)
    physical = 1 / np.sqrt(1 + 2 * pos / mach**2) - np.exp(-pos)
    return np.where(chi > 0, physical, (1 - 1 / mach**2) * chi)


def charge_slope(chi, mach=MACH):
    pos = np.maximum(chi, 0.0)
    return np.exp(-pos) - (1 + 2 * pos / mach**2) ** (-1.5) / mach**2


def energy_s(chi, mach=MACH):
    pos = np.maximum(chi, 0.0)
    physical = (mach**2 * (np.sqrt(1 + 2 * pos / mach**2) - 1)
                + np.expm1(-pos))
    return np.where(chi > 0, physical, 0.5 * (1 - 1 / mach**2) * chi**2)


def residual(chi, h):
    return (chi[2:] - 2 * chi[1:-1] + chi[:-2]) / h**2 - charge(chi[1:-1])


def rms(values):
    return float(np.sqrt(np.mean(values**2)))


def newton_step(chi, h):
    band = np.full((3, len(chi) - 2), 1 / h**2)
    band[1] = -2 / h**2 - charge_slope(chi[1:-1])
    step = np.zeros_like(chi)
    step[1:-1] = solve_banded((1, 1), band, -residual(chi, h))
    return step


def newton(start, damped=True, max_iter=200):
    """Return all iterates, their rms residuals and the step factors."""
    h = LENGTH / (len(start) - 1)
    iterates, norms, factors = [start], [rms(residual(start, h))], [0.0]
    while norms[-1] > TOLERANCE and len(norms) <= max_iter:
        chi = iterates[-1]
        step = newton_step(chi, h)
        factor = 1.0
        while True:
            trial = chi + factor * step
            norm = rms(residual(trial, h))
            if not damped or norm <= (1 - 1e-4 * factor) * norms[-1]:
                break
            factor /= 2
            assert factor > 1e-8, "line search failed"
        iterates.append(trial)
        norms.append(norm)
        factors.append(factor)
    return iterates, norms, factors


def midpoint_energy(chi, h):
    """Energy integral at midpoints, raw and with the h^2 error removed."""
    slope = np.diff(chi) / h
    mean = 0.5 * (chi[1:] + chi[:-1])
    raw = 0.5 * slope**2 - energy_s(mean)
    error_shape = charge_slope(mean) * slope**2 + 2 * charge(mean)**2
    return raw, raw + h**2 / 24 * error_shape


def lowest_eigenvalue(slope_values, h):
    """Lowest eigenvalue of minus the Jacobian with zero end values."""
    n = len(slope_values)
    return eigh_tridiagonal(2 / h**2 + slope_values,
                            np.full(n - 1, -1 / h**2), eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


# Physical input and floating condition
mass_u = 39.948
te_ev = 3.0
density = 1e16
ion_mass = mass_u * const.atomic_mass - const.m_e
te_joule = te_ev * const.e
debye = np.sqrt(const.epsilon_0 * te_joule / (density * const.e**2))
bohm_speed = np.sqrt(te_joule / ion_mass)
chi_wall = float(np.log(np.sqrt(ion_mass / (2 * np.pi * const.m_e)) / MACH))

# Electron wall flux from the velocity distribution itself
v_scale = np.sqrt(te_joule / const.m_e)
one_sided = quad(lambda w: w * np.exp(-w**2 / 2) / np.sqrt(2 * np.pi),
                 0, np.inf)[0]
electron_flux = density * np.exp(-chi_wall) * v_scale * one_sided
ion_flux = density * MACH * bohm_speed
assert abs(electron_flux / ion_flux - 1) < 1e-7

# Charge density, its integral and its slope; sign of the charge
for value in (0.3, 1.7, chi_wall):
    assert abs(quad(charge, 0, value)[0] - energy_s(value)) < 1e-9
    fd = (charge(value + 1e-5) - charge(value - 1e-5)) / 2e-5
    assert abs(fd - charge_slope(value)) < 1e-8
sample = np.linspace(0.01, 10, 1000)
slow_charge = float(charge(sample, 0.8).min())
assert charge(sample).min() > 0 and charge(sample, 1.3).min() > 0
assert slow_charge < 0

# Energy constant from the separated first integral, without Newton iteration


def sheath_length(log_c):
    c = np.exp(log_c)
    return quad(lambda s: 1 / np.sqrt(2 * (float(energy_s(s)) + c)),
                0, chi_wall, points=[0.03, 0.3], limit=300,
                epsabs=1e-9, epsrel=1e-9)[0]


trial_lengths = [sheath_length(q) for q in (-14, -10, -6, -2)]
assert np.all(np.diff(trial_lengths) < 0)
energy_c = float(np.exp(brentq(lambda q: sheath_length(q) - LENGTH, -16, 0)))
edge_slope = np.sqrt(2 * energy_c)
wall_slope = float(np.sqrt(2 * (energy_s(chi_wall) + energy_c)))
reference = solve_ivp(lambda x, y: [y[1], float(charge(y[0]))],
                      (0, LENGTH), [0, edge_slope], method='DOP853',
                      rtol=1e-11, atol=1e-13, dense_output=True)
assert reference.success
assert abs(reference.y[0, -1] - chi_wall) < 1e-6

# Grid study
grids = (100, 200, 400, 800)
runs, raw_spread, fixed_spread, profile_error = {}, [], [], []
for n in grids:
    h = LENGTH / n
    runs[n] = newton(np.linspace(0, chi_wall, n + 1))
    assert runs[n][1][-1] <= TOLERANCE
    chi = runs[n][0][-1]
    raw, fixed = midpoint_energy(chi, h)
    raw_spread.append(np.ptp(raw))
    fixed_spread.append(np.ptp(fixed))
    exact = reference.sol(np.linspace(0, LENGTH, n + 1))[0]
    profile_error.append(np.max(np.abs(chi - exact)))
order_raw = np.log2(raw_spread[1] / raw_spread[2])
order_fixed = np.log2(fixed_spread[1] / fixed_spread[2])
order_profile = np.log2(profile_error[1] / profile_error[2])
assert abs(order_raw - 2) < 0.1
assert abs(order_fixed - 4) < 0.5
assert abs(order_profile - 2) < 0.1

# Fields of the finest Newton solution against the first integral
fine = runs[800][0][-1]
h_fine = LENGTH / 800
newton_edge = fine[1] / h_fine
newton_wall = ((fine[-1] - fine[-2]) / h_fine
               + 0.5 * h_fine * float(charge(chi_wall)))
assert abs(newton_edge - edge_slope) < 1e-5
assert abs(newton_wall - wall_slope) < 1e-4
assert np.all(np.diff(fine) > 0)

# Definiteness along the iteration, uniqueness and quadratic convergence
n_main = 400
h = LENGTH / n_main
x = np.linspace(0, LENGTH, n_main + 1)
iterates, norms, factors = runs[n_main]
solution = iterates[-1]
steepest_fall = -float(charge_slope(np.linspace(0, 50, 200001)).min())
laplace_low = lowest_eigenvalue(np.zeros(n_main - 1), h)
path_low = min(lowest_eigenvalue(charge_slope(c[1:-1]), h) for c in iterates)
assert laplace_low > steepest_fall
assert path_low > laplace_low - steepest_fall - 1e-8
other = newton(x * chi_wall / LENGTH + 3 * np.sin(np.pi * x / LENGTH))
assert other[1][-1] <= TOLERANCE
start_difference = np.max(np.abs(other[0][-1] - solution))
assert start_difference < 1e-7
after = []
for size in (0.02, 0.01):
    moved = solution + size * np.sin(np.pi * x / LENGTH)
    after.append(np.max(np.abs(moved + newton_step(moved, h) - solution)))
quadratic_ratio = after[0] / after[1]
assert 3.6 < quadratic_ratio < 4.4

# Undamped iteration from the same ramp
free_iterates, free_norms, _ = newton(iterates[0], damped=False, max_iter=60)
first_minimum = free_iterates[1].min()
assert first_minimum < -MACH**2 / 2
two_step = np.max(np.abs(free_iterates[-1] - free_iterates[-3]))
one_step = np.max(np.abs(free_iterates[-1] - free_iterates[-2]))

field_unit = te_ev / debye
print(f"ion: argon, atomic mass {mass_u} u; Te = {te_ev} eV")
print(f"edge density = {density:.1e} m^-3; M = {MACH}; L = {LENGTH} Debye")
print(f"Debye length = {debye*1e3:.5f} mm; L = {LENGTH*debye*1e3:.4f} mm")
print(f"Bohm speed = {bohm_speed:.1f} m/s")
print(f"ion current density = {const.e*ion_flux:.4f} A/m^2")
print(f"chi_w = {chi_wall:.6f}; wall potential = {-chi_wall*te_ev:.4f} V")
print(f"S(chi_w) = {float(energy_s(chi_wall)):.6f}")
print(f"C from quadrature = {energy_c:.6e}")
print(f"edge slope: integral {edge_slope:.7f}, Newton {newton_edge:.7f}")
print(f"wall slope: integral {wall_slope:.7f}, Newton {newton_wall:.7f}")
print(f"wall slope for C = 0: {np.sqrt(2*energy_s(chi_wall)):.7f}")
print(f"field magnitude, edge = {edge_slope*field_unit:.2f} V/m")
print(f"field magnitude, wall = {wall_slope*field_unit:.1f} V/m")
print(f"lowest charge for M = 0.8: {slow_charge:.5f} e n0")
print(f"max(-f') = {steepest_fall:.6f}")
print(f"lowest eigenvalue of -D2 = {laplace_low:.6f}")
print(f"lowest eigenvalue of -J on the path = {path_low:.6f}")
print(f"Newton, {n_main} cells: {len(norms)-1} steps")
print("step, factor, rms residual, energy spread, min chi")
for k, chi in enumerate(iterates):
    if k < 8 or k >= len(iterates) - 8:
        spread = np.ptp(midpoint_energy(chi, h)[0])
        print(f"{k:3d} {factors[k]:.5f} {norms[k]:.3e} {spread:.6e}"
              f" {chi.min():.4f}")
print("cells, steps, raw spread, corrected spread, profile error")
for j, n in enumerate(grids):
    print(f"{n:4d} {len(runs[n][1])-1:3d} {raw_spread[j]:.4e}"
          f" {fixed_spread[j]:.4e} {profile_error[j]:.4e}")
print(f"orders 200 to 400 cells: raw {order_raw:.3f},"
      f" corrected {order_fixed:.3f}, profile {order_profile:.3f}")
print(f"second start: max difference = {start_difference:.1e}")
print(f"error ratio on halving the perturbation = {quadratic_ratio:.3f}")
print(f"first undamped step: min chi = {first_minimum:.4f}")
print(f"undamped: {len(free_norms)-1} steps, residual {free_norms[-1]:.3e}")
print(f"undamped last change: one step {one_step:.3e}, two {two_step:.3e}")
print("every check passed")
```

It prints:

```
ion: argon, atomic mass 39.948 u; Te = 3.0 eV
edge density = 1.0e+16 m^-3; M = 1.0; L = 20.0 Debye
Debye length = 0.12876 mm; L = 2.5752 mm
Bohm speed = 2691.8 m/s
ion current density = 4.3128 A/m^2
chi_w = 4.678933; wall potential = -14.0368 V
S(chi_w) = 1.227653
C from quadrature = 2.184522e-05
edge slope: integral 0.0066099, Newton 0.0066099
wall slope: integral 1.5669554, Newton 1.5669552
wall slope for C = 0: 1.5669414
field magnitude, edge = 154.00 V/m
field magnitude, wall = 36508.8 V/m
lowest charge for M = 0.8: -0.03565 e n0
max(-f') = 0.020747
lowest eigenvalue of -D2 = 0.024674
lowest eigenvalue of -J on the path = 0.025225
Newton, 400 cells: 9 steps
step, factor, rms residual, energy spread, min chi
  0 0.00000 2.786e-01 1.225889e+00 0.0000
  1 1.00000 2.608e-01 3.193436e+00 -6.4318
  2 0.50000 1.255e-01 7.444651e-01 -2.0185
  3 0.50000 5.828e-02 1.819109e-01 -0.2982
  4 1.00000 5.502e-02 4.164330e-02 0.0000
  5 1.00000 3.378e-03 2.070546e-03 0.0000
  6 1.00000 1.941e-04 5.990034e-05 0.0000
  7 1.00000 1.811e-06 2.436793e-05 0.0000
  8 1.00000 1.933e-10 2.408862e-05 0.0000
  9 1.00000 5.028e-14 2.408860e-05 0.0000
cells, steps, raw spread, corrected spread, profile error
 100   9 3.8530e-04 3.0364e-07 2.4985e-04
 200   9 9.6364e-05 1.8979e-08 6.2415e-05
 400   9 2.4089e-05 1.1859e-09 1.5601e-05
 800   9 6.0223e-06 7.4133e-11 3.9005e-06
orders 200 to 400 cells: raw 2.000, corrected 4.000, profile 2.000
second start: max difference = 4.4e-16
error ratio on halving the perturbation = 3.609
first undamped step: min chi = -6.4318
undamped: 15 steps, residual 5.044e-14
undamped last change: one step 7.776e-09, two 4.137e-05
every check passed
```
